# How gap narrowing under pressure lowers the resistivity of intrinsic silicon

A bar of very pure silicon sits in a pressure cell at 300 K, and a small current measures its resistance. The liquid around the bar squeezes it equally from all sides. The bar hardly changes size: a gigapascal shortens it by about a third of a percent. Yet if its carriers come from thermal excitation across the band gap, its resistivity should change far more than that, because the gap shrinks under pressure and the carrier density depends exponentially on the gap. How large is the change?

## The estimate on the back of an envelope

Take the gap to shrink by 14 meV per gigapascal. Thermal excitation creates electrons and holes in pairs, and a pair costs the whole gap \(E_g\). In equilibrium it is the product of the two densities that carries the Boltzmann factor of the pair, \(np\propto e^{-E_g/kT}\). In a pure crystal \(n=p\), so each density is the square root of the product and varies as \(e^{-E_g/2kT}\). Each density therefore responds to half the gap shift, 7 meV per gigapascal. Since \(kT\) is 25.85 meV at 300 K,

\[
\frac{7\ \text{meV/GPa}}{25.85\ \text{meV}}\approx 0.27\ \text{per GPa}.
\]

The carrier density initially rises by 27 percent per gigapascal, and at fixed mobility the resistivity initially falls at the same rate.

The argument leaves three things to settle: where the factor of one half comes from when electrons and holes have different masses, what "initially" means for a pressure as large as 1 GPa, and when a real crystal meets the conditions.

## The controlled derivation

**Assumptions.** Pressure \(P\) is positive in compression. The temperature \(T\) is held fixed. The gap is linear in pressure, with \(dE_g/dP=-14\) meV/GPa. The mobilities \(\mu_n,\mu_p\) and the density-of-states masses \(m_n,m_p\) do not change with pressure. The crystal is intrinsic: its net doping, and any density of deep levels, is far below its thermal carrier density. Conduction in surface layers is neglected.

Hydrostatic pressure changes the lattice constant but keeps the cubic symmetry. The six conduction-band valleys of silicon are related to one another by that symmetry, so they stay at a common energy. The degeneracy of the valence-band top is protected in the same way. The gap can therefore be described by one conduction edge \(E_c\) and one valence edge \(E_v\), with \(E_g=E_c-E_v\). Under uniaxial stress this would fail, because the valleys would split.

**Electron density.** Let \(\varepsilon=E-E_c\). For a parabolic band, a sphere of radius \(k_\varepsilon=\sqrt{2m_n\varepsilon}/\hbar\) in wave-vector space holds, with two spin states and per unit volume,

\[
2\,\frac{4\pi k_\varepsilon^3/3}{(2\pi)^3}=\frac{k_\varepsilon^3}{3\pi^2}
=\frac{1}{3\pi^2}\left(\frac{2m_n}{\hbar^2}\right)^{3/2}\varepsilon^{3/2}
\]

states. The derivative with respect to \(\varepsilon\) is the density of states,

\[
g(\varepsilon)=\frac{1}{2\pi^2}\left(\frac{2m_n}{\hbar^2}\right)^{3/2}\sqrt{\varepsilon}.
\]

The mass \(m_n\) is defined as the one that makes this expression equal to the density of states of all six anisotropic valleys together.

The Fermi level \(E_F\) lies deep in the gap, so the occupation \(1/(1+e^{(E-E_F)/kT})\) may be replaced by \(e^{-(E-E_F)/kT}\). The relative error of this replacement is largest at the band edge, where it equals the Boltzmann factor itself, \(4.1\times10^{-10}\) in the example below. With \(x=\varepsilon/kT\) and \(\int_0^\infty\sqrt{x}\,e^{-x}dx=\sqrt{\pi}/2\),

\[
n=e^{-(E_c-E_F)/kT}\,\frac{1}{2\pi^2}\left(\frac{2m_nkT}{\hbar^2}\right)^{3/2}\frac{\sqrt\pi}{2}
=N_c\,e^{-(E_c-E_F)/kT},
\]

\[
N_c=2\left(\frac{m_nkT}{2\pi\hbar^2}\right)^{3/2}.
\]

**Hole density.** The probability that a valence state is empty is \(1/(1+e^{(E_F-E)/kT})\approx e^{-(E_F-E)/kT}\). The same integral, with energy measured downward from \(E_v\), gives

\[
p=N_v\,e^{-(E_F-E_v)/kT},\qquad N_v=2\left(\frac{m_pkT}{2\pi\hbar^2}\right)^{3/2}.
\]

**The factor of one half.** In the product of the two densities the Fermi level cancels:

\[
np=N_cN_v\,e^{-(E_c-E_v)/kT}=N_cN_v\,e^{-E_g/kT}.
\]

Charge neutrality in the intrinsic crystal requires \(n=p\equiv n_i\), so \(n_i^2=np\) and

\[
n_i=\sqrt{N_cN_v}\;e^{-E_g/2kT}.
\]

The half comes from the square root, not from placing the Fermi level at midgap. Unequal masses move \(E_F\) away from midgap and leave the exponent unchanged. Nor does it matter how the narrowing is shared between the two edges, since \(E_F\) adjusts to keep \(n=p\).

**Resistivity.** Electrons and holes conduct in parallel, so with elementary charge \(q\)

\[
\rho=\frac{1}{q\,n_i(\mu_n+\mu_p)},\qquad
\ln\rho=-\ln n_i-\ln\left[q(\mu_n+\mu_p)\right].
\]

The second term does not depend on pressure, by assumption. In \(\ln n_i=\tfrac12\ln(N_cN_v)-E_g/2kT\), only \(E_g\) does. Hence

\[
\frac{1}{\rho}\frac{d\rho}{dP}=-\frac{d\ln n_i}{dP}=\frac{1}{2kT}\frac{dE_g}{dP}.
\]

The two minus signs, one from \(\rho\propto1/n_i\) and one from the Boltzmann exponent, cancel. The slope has the sign of \(dE_g/dP\), which is negative. Because the right-hand side is constant in this model, integration from zero pressure gives

\[
\frac{\rho(P)}{\rho(0)}=\exp\left(\frac{P}{2kT}\frac{dE_g}{dP}\right).
\]

## Numbers, and the estimate compared with them

The example uses rough typical values for silicon at 300 K: a gap of 1.12 eV, density-of-states masses of 1.09 and 1.15 free-electron masses for electrons and holes, and mobilities of 1400 and 450 cm²/Vs. The formula for \(n_i\) then gives \(1.163\times10^{10}\) cm⁻³, and

\[
\rho(0)=\frac{1}{(1.602\times10^{-19}\,\text{C})(1.163\times10^{10}\,\text{cm}^{-3})(1850\,\text{cm}^2/\text{Vs})}
\approx2.9\times10^{5}\ \Omega\,\text{cm}.
\]

The slope needs none of these material values, only the gap coefficient and the temperature:

\[
\frac{1}{\rho}\frac{d\rho}{dP}=\frac{-14.0\ \text{meV/GPa}}{2\times25.85\ \text{meV}}=-0.271\ \text{per GPa}.
\]

A numerical solution of the neutrality condition, with the density of states integrated over the full Fermi-Dirac occupation, also gives −27.08 percent per GPa. The result was tested with the conduction edge taking 0, 0.5, 1 and 2.5 times the gap shift and the valence edge taking the rest. In each case the slope agreed with the formula to within \(10^{-6}\) per GPa.

The envelope estimate is thus the slope at zero pressure. The accumulated change follows the exponential:

| Pressure (GPa) | Linear estimate | Exponential law |
|---|---|---|
| 0.1 | −2.7 % | −2.7 % |
| 0.5 | −13.5 % | −12.7 % |
| 1.0 | −27.1 % | −23.7 % |

The difference can be traced by expansion. With \(s=0.271\) at 1 GPa, the fractional drop is

\[
1-e^{-s}=s-\frac{s^2}{2}+\frac{s^3}{6}-\dots
\]

The quadratic term removes 3.7 percentage points and the cubic term restores 0.3, which accounts for the step from 27.1 to 23.7 percent. Each further increment of pressure removes the same fraction of a resistivity that has already fallen. The statement "27 percent per gigapascal" is therefore a rate, and the drop after a full gigapascal is about 24 percent.

## When the crystal is not intrinsic

An intrinsic density near \(10^{10}\) cm⁻³ is very small compared with the roughly \(5\times10^{22}\) atoms in a cubic centimetre. The effect of residual doping therefore has to be worked out. Let there be a net density \(N\) of fully ionized donors, held fixed. Neutrality becomes \(n-p=N\), while \(np=n_i^2\) still holds because its derivation did not use neutrality. Substituting \(p=n-N\) gives \(n^2-Nn-n_i^2=0\), whose positive root, with the corresponding \(p\), is

\[
n=\frac N2+D,\qquad p=-\frac N2+D,\qquad D=\sqrt{\frac{N^2}{4}+n_i^2}.
\]

Both densities change with \(n_i\) through \(D\) alone. Since \(n+p=2D\),

\[
\frac{dn}{d\ln n_i}=\frac{dp}{d\ln n_i}=\frac{n_i^2}{D}=\frac{2n_i^2}{n+p}.
\]

Write the conductivity as \(\sigma=q\mu_p(bn+p)\) with \(b=\mu_n/\mu_p\), here 3.11. Its logarithmic response to \(n_i\) is

\[
F\equiv\frac{d\ln\sigma}{d\ln n_i}=\frac{2n_i^2\,(b+1)}{(n+p)(bn+p)},
\qquad
\frac1\rho\frac{d\rho}{dP}=\frac{F}{2kT}\frac{dE_g}{dP}.
\]

Two limits show its content.

*Light doping, \(|N|\ll n_i\).* To first order \(n+p=2n_i\) and \(bn+p=(b+1)n_i+(b-1)N/2\), so

\[
F\approx1-\frac{b-1}{b+1}\,\frac{N}{2n_i}.
\]

A few donors weaken the effect. A few acceptors, counted as negative \(N\), slightly strengthen it: they replace mobile electrons by slower holes and so lower the conductivity against which the change is measured. The intrinsic slope is therefore not an upper bound.

*Heavy doping, \(N\gg n_i\).* Now \(n\approx N\) and \(p\) is negligible in both sums, so

\[
F\approx\frac{2(b+1)}{b}\left(\frac{n_i}{N}\right)^2 .
\]

The response dies off as the inverse square of the doping, because the electrons come from donors and no longer depend on the gap.

At 300 K the slope is −26.4 percent per GPa for \(10^9\) donors per cm³, −19.0 for \(10^{10}\), −0.9 for \(10^{11}\), and −0.01 for \(10^{12}\). The last figures are the contribution of the gap alone. Effects left out here are larger. The rise of the donor density itself, about 1 percent per GPa as the volume shrinks, already matches the gap part at \(10^{11}\) donors. Together with the mobility change discussed below, the neglected effects are several times the gap part at \(10^{11}\) and hundreds of times it at \(10^{12}\). With acceptors in place of donors the heavy-doping response is about \(b\) times larger, −2.8 percent per GPa at \(10^{11}\) per cm³.

Heating restores intrinsic behaviour. With \(10^{12}\) donors per cm³, \(n_i\) reaches ten times the doping at 411 K, if the gap falls by a rough 0.27 meV per kelvin and the masses stay fixed. There \(kT\) is 35.4 meV, so the intrinsic slope is \(-7/35.4\), or −19.8 percent per GPa. Residual doping reduces this to −19.2. The calculation assumes that the pressure coefficient of the gap is the same at 411 K as at 300 K. The intrinsic slope is smaller in size than the −27.1 percent per GPa at 300 K because the same gap shift is divided by a larger \(kT\).

## Why the temperature must be held

The exponential that makes \(n_i\) sensitive to the gap makes it sensitive to temperature too. Let both mobilities vary as \(T^{-r}\), with \(r=2.4\) as a rough value. Since \(\sqrt{N_cN_v}\propto T^{3/2}\), apart from constants

\[
\ln\rho=-\frac32\ln T+\frac{E_g(T)}{2kT}+r\ln T .
\]

Differentiating at fixed pressure, with both the numerator and the denominator of the middle term varying,

\[
\frac{d\ln\rho}{dT}=-\frac{3}{2T}-\frac{E_g-T\,dE_g/dT}{2kT^2}+\frac rT .
\]

The numerator is \(1.12+300\times0.00027=1.201\) eV. The three terms are −0.0050, −0.0774 and +0.0080 per kelvin, and their sum is −7.4 percent per kelvin. A temperature rise of 1 K thus imitates a pressure of about 0.27 GPa.

Fast compression produces such a rise by itself. For a sample of volume \(V\), entropy \(S\) and heat capacity \(C_P\) at constant pressure,

\[
dS=\frac{C_P}{T}\,dT+\left(\frac{\partial S}{\partial P}\right)_T dP .
\]

The Gibbs function obeys \(dG=-S\,dT+V\,dP\). Equality of its mixed second derivatives gives \((\partial S/\partial P)_T=-(\partial V/\partial T)_P=-\alpha V\), where \(\alpha\) is the volume expansion coefficient. Setting \(dS=0\),

\[
\left(\frac{\partial T}{\partial P}\right)_S=\frac{T\alpha}{C_P/V}
=\frac{300\times7.8\times10^{-6}}{1.63\times10^{6}}\ \frac{\text K}{\text{Pa}}
\approx1.44\ \text{K/GPa},
\]

with rough values for the expansion coefficient and for the heat capacity per volume in J/(m³ K). Multiplied by −7.44 percent per kelvin, this adds −10.7 percent per GPa. The initial slope would then be −37.8 percent per GPa under adiabatic loading instead of −27.1. That figure is for a thermally isolated bar. In a liquid cell the liquid warms far more. The same formula with rough values gives initial rates of about 20 K/GPa for water and about 180 K/GPa for methanol. After a sudden pressure step, heat conducted from the liquid matches the own warming of a bar 1 mm thick within about a millisecond or less, and then dominates. The estimate of 27 percent holds only when bar and liquid have both returned to 300 K.

## The remaining neglected effects

**Mobility.** The logarithm of the resistivity contains \(-\ln(\mu_n+\mu_p)\). If the mobilities fell by 5 percent at 1 GPa, an assumed size, \(\ln\rho\) would gain \(-\ln0.95=+0.051\). The total at 1 GPa would be \(-0.271+0.051=-0.220\), a drop of 20 percent instead of 24. A rise in mobility acts the other way, and that appears to be the direction in real silicon. Tabulated piezoresistance coefficients of lightly doped n- and p-type crystals imply a resistivity fall of roughly 4 to 5 percent per GPa under hydrostatic pressure. About 1 percentage point per GPa comes from the denser dopants and the rest from higher mobilities. A mobility rise of about 3.5 percent per GPa would steepen the intrinsic slope to about −31 percent per GPa. This is a rough figure, since for electrons it is a small difference of large coefficients.

**Density of states.** The masses enter as \(n_i\propto(m_nm_p)^{3/4}\). If both rise by 1 percent at fixed mobility, \(n_i\) rises by about 1.5 percent and \(\rho\) falls by the same amount. Heavier carriers are usually also less mobile. If \(\mu\propto m^{-5/2}\), as for acoustic-phonon scattering, the same 1 percent rise raises \(\rho\) by about 1 percent instead. A mass change of a percent or so per gigapascal is thus a modest correction whose sign depends on how the mobility follows.

**Geometry.** An ohmmeter measures \(R=\rho L/A\). Under uniform compression \(L\propto V^{1/3}\) and \(A\propto V^{2/3}\), so \(L/A\propto V^{-1/3}\). With \(d\ln V/dP=-1/B\) and a rough bulk modulus \(B=98\) GPa, the resistance gains a slope of \(1/(3B)\), or +0.34 percent per GPa, relative to the resistivity.

**The gap coefficient.** An error of 1 meV/GPa in the input moves the slope by 1.9 percentage points per GPa. The second digit of "27 percent" is no better than the coefficient behind it. A band calculation in the local-density approximation gives roughly −17 meV/GPa, uncertain by more than 1 meV/GPa, which would mean a slope near −32 percent per GPa.

## Beside real silicon

The parameters above are ordinary ones for silicon, although they give an \(n_i\) some 20 percent above the measured value of roughly \(9.7\times10^{9}\) cm⁻³. This leaves the intrinsic slope unchanged but shifts \(\rho(0)\) and the slopes of the doped crystals. The intrinsic condition at 300 K is not ordinary. Even high-purity crystals typically have a net doping of very roughly \(10^{11}\) to \(10^{12}\) cm⁻³ or more, and common wafers have far more. With \(10^{12}\) donors per cm³ the model resistivity is about \(4.5\times10^3\) Ω cm, about 65 times below the intrinsic value, and the gap contribution to the slope drops from 27 to 0.01 percent per GPa. The figure of 27 percent thus describes an ideal crystal at room temperature. A real high-purity crystal approaches the corresponding law when it is heated until \(n_i\) is well above its doping, with the smaller slope found above, provided surfaces and deep levels play no part. In a bar 1 mm square, take a fixed surface charge that draws electrons of half the bulk mobility. At 300 K a charge of only \(10^{9}\) per cm² conducts about as much as the intrinsic bulk and cuts the slope to about −12 percent per GPa. At 411 K a charge of \(10^{11}\) per cm² still reduces −19.8 to about −17. A high resistivity alone does not show intrinsic behaviour either. If a deep level near midgap pins the Fermi level, the resistivity can be close to the intrinsic value while the slope depends on how that level moves. For a half-filled acceptor level 0.55 eV below \(E_c\), at \(2\times10^{13}\) per cm³, it is about −8 percent per GPa if the level follows the conduction edge and about −46 if it follows the valence edge. The law rests on a linear gap and fixed mobilities, and it becomes less certain as the pressure grows. At 10 GPa it gives \(\rho/\rho(0)\approx0.07\), while a gap linear in \(\ln V\) with the same initial slope (taking \(dB/dP\approx4.2\)) gives about 0.10. It ends at the latest where the diamond structure does: somewhat above 10 GPa, as a rough figure, silicon transforms to a metallic phase. The numerical output below lists the values used here.

## Calculated quantities

```
temperature: 300 K
thermal energy kT: 25.85 meV
gap at zero pressure (rough): 1.12 eV
gap pressure coefficient: -14.0 meV/GPa
density-of-states masses n, p (rough): 1.09, 1.15 m_e
mobilities n, p (rough): 1400, 450 cm2/Vs
intrinsic density: 1.163e+10 cm^-3
resistivity at zero pressure: 2.901e+05 ohm cm
initial slope, formula: -27.08 percent/GPa
initial slope, numerical: -27.08 percent/GPa
at 0.01 GPa: resistivity 2.893e+05 ohm cm, change -0.27 percent
at 0.10 GPa: resistivity 2.823e+05 ohm cm, change -2.67 percent
at 0.50 GPa: resistivity 2.534e+05 ohm cm, change -12.66 percent
at 1.00 GPa: resistivity 2.213e+05 ohm cm, change -23.72 percent
slope with donors 1e+09 cm^-3: -26.444 percent/GPa
slope with donors 1e+10 cm^-3: -19.000 percent/GPa
slope with donors 1e+11 cm^-3: -0.926 percent/GPa
slope with donors 1e+12 cm^-3: -0.010 percent/GPa
gap temperature slope (rough): -0.27 meV/K
temperature where n_i = 10 x 1e12 cm^-3: 411 K
slope there with 1e12 cm^-3 donors: -19.2 percent/GPa
mobility temperature exponent (rough): -2.4
resistivity change on warming: -7.44 percent/K
volume expansion (rough): 7.8e-06 1/K
heat capacity (rough): 1.63 J/(cm3 K)
adiabatic warming: 1.44 K/GPa
initial slope if adiabatic: -37.8 percent/GPa
assumed mobility fall: 5 percent at 1 GPa
its effect on ln(resistivity): +0.051
both masses up 1 percent: resistivity -1.49 percent
bulk modulus (rough): 98 GPa
extra slope of bar resistance: +0.34 percent/GPa
Boltzmann factor at conduction edge: 4.1e-10
slope shift per 1 meV/GPa: 1.93 percent/GPa
```
